# Why metal iodides often decompose to metal at lower temperature than chlorides

A metal iodide often gives up its metal at a lower temperature than the chloride because the metal–iodine bond is much weaker than the metal–chlorine bond. The weak I–I bond does not help. When the halogen leaves as molecules, it returns less energy and so counts against the iodide. When the halogen leaves as atoms, as it does in a hot dilute gas, no halogen–halogen bond is recovered at all. Gas entropy makes decomposition possible for both halides, but in the example below it slightly favours the chloride.

For a tetrahalide vapour MX₄ at total pressure \(P\), over solid metal, the temperature at which half the supplied metal has been deposited is

\[
T_{50}=\frac{4D_{MX}-E_{coh}}{k_B\left[\ln(A/P^3)-\ln(256/125)\right]} .
\]

Here \(D_{MX}\) is the mean M–X bond energy, \(E_{coh}\) the cohesive energy of the metal per atom, and \(A\) a factor derived below that contains no atomic mass. The formula holds for atomic halogen products, ideal gases, harmonic classical vibrations and equilibrium; it says nothing about rates. Lower halides are left out at first and added at the end.

## The energy ledger

Take free atoms as the zero of energy and measure bond energies from the potential minima. Then MX₄ has energy \(-4D_{MX}\), the solid \(-E_{coh}\) per atom, and X₂ has \(-D_{XX}\). Products minus reactant gives

\[
\mathrm{MX_4\to M(s)+2X_2}:\quad \Delta E_{mol}=4D_{MX}-E_{coh}-2D_{XX},
\]
\[
\mathrm{MX_4\to M(s)+4X}:\quad \Delta E_{at}=4D_{MX}-E_{coh}.
\]

Let \(\delta\) denote the chloride value minus the iodide value. Metal cohesion is common to both and cancels:

\[
\delta(\Delta E_{mol})=4\,\delta D_{MX}-2\,\delta D_{XX},\qquad
\delta(\Delta E_{at})=4\,\delta D_{MX}.
\]

The molecular reaction is cheaper for the iodide if \(\delta D_{MX}>\tfrac12\delta D_{XX}\). The factor one half appears because one X–X bond forms for every two M–X bonds lost.

The example uses rough, rounded values in the regime of zirconium halides, with \(E_{coh}=6.2\) eV:

| | Chloride | Iodide |
|---|---:|---:|
| \(D_{MX}\) (eV) | 5.1 | 3.6 |
| \(D_{XX}\) (eV) | 2.5 | 1.5 |
| \(\Delta E_{mol}\) (eV) | 9.2 | 5.2 |
| \(\Delta E_{at}\) (eV) | 14.2 | 8.2 |

The M–X bond weakens by 1.5 eV, while the recovery per halogen atom falls by 0.5 eV. Bond loss therefore outweighs bond recovery by 1.0 eV per halogen, or 4.0 eV per metal atom.

## The entropy, and why mass drops out

For an ideal gas with single-molecule partition function \(q_i\) in volume \(V\), \(\mu_i=k_BT\ln(N_i/q_i)\). Inserting \(N_i=p_iV/k_BT\) gives

\[
\mu_i=k_BT\ln(p_i/\phi_i),\qquad \phi_i=k_BT\,q_i/V .
\]

For the solid, neglecting its small pressure–volume term, \(\mu_M=-k_BT\ln q_s\). Equilibrium requires \(\mu_{MX_4}=\mu_M+4\mu_X\), hence

\[
K\equiv\frac{p_X^4}{p_{MX_4}}=\frac{q_s\phi_X^4}{\phi_{MX_4}} .
\]

In the classical limit, the momentum integral of each atom gives \(\Lambda_i^{-3}=(2\pi m_ik_BT/h^2)^{3/2}\), whether the atom is free or bound. The three factors are

\[
\phi_X=k_BT\,g\,\Lambda_X^{-3},\qquad
q_s=\Lambda_M^{-3}\left(\frac{2\pi k_BT}{\kappa_M}\right)^{3/2}e^{E_{coh}/k_BT},
\]
\[
\phi_{MX_4}=k_BT\,\Lambda_M^{-3}\Lambda_X^{-12}\,\zeta\,e^{4D_{MX}/k_BT}.
\]

The solid is modelled as atoms held by independent isotropic springs \(\kappa_M\). The electronic weight of a halogen atom is \(g=4+2e^{-\Delta_{so}/k_BT}\), with \(\Delta_{so}\) its spin–orbit splitting. The integral \(\zeta\) covers the halogen positions relative to the metal atom. On substitution every \(\Lambda\) cancels:

\[
K=A\,e^{-\Delta E_{at}/k_BT},\qquad
A=\frac{(k_BT)^3g^4}{\zeta}\left(\frac{2\pi k_BT}{\kappa_M}\right)^{3/2}.
\]

Heavy iodine atoms do have a large translational entropy, but the same mass factor is present in the bound molecule. Replacing chlorine's mass by iodine's, with all else fixed, raises the logarithm of the partition functions by 7.643 for four free atoms and by 7.648 for MX₄. The small difference is due to quantized vibrations.

### The configuration integral

Let the tetrahedron have bond length \(r\), stretching springs \(\kappa_s\), and bending energy \(\tfrac12\kappa_b r^2\sum_{i<j}(\delta\theta_{ij})^2\).

**Stretches.** Each radial integral is \(r^2(2\pi k_BT/\kappa_s)^{1/2}\). Four of them give \(r^8(2\pi k_BT/\kappa_s)^2\).

**Rotations.** The halogen directions \(\mathbf n_i\) have eight angular coordinates: three rotations and five bends. A small rotation \(\boldsymbol\omega\) moves them by \(\mathbf u_i=\boldsymbol\omega\times\mathbf n_i\). Since \(\sum_i(\boldsymbol\omega\cdot\mathbf n_i)^2=\tfrac43\omega^2\) for a tetrahedron,

\[
\sum_i|\mathbf u_i|^2=4\omega^2-\tfrac43\omega^2=\tfrac83\omega^2 .
\]

The volume factor is thus \((8/3)^{3/2}\), and all orientations contribute \(8\pi^2\). Four identical atoms require division by \(4!\), while two labelled arrangements are not related by rotation, so the counting factor is \(2/24=1/12\).

**Bends.** Let \(\mathbf e_{ij}\) be the unit tangent at atom \(i\) pointing towards \(j\). Then \(\delta\theta_{ij}=-(\mathbf e_{ij}\cdot\mathbf u_i+\mathbf e_{ji}\cdot\mathbf u_j)\). The overlap matrix of the six angles has 2 on its diagonal, \(-\tfrac12\) for angles sharing a halogen (tangents 120° apart), and 0 for the one opposite angle. Its eigenvectors are:

- all six entries equal: \(2-4/2=0\), no independent motion;
- opposite entries equal, total zero: the four neighbours sum to \(-2\) times the entry, giving \(2+1=3\), twice;
- opposite entries of opposite sign: the neighbours sum to zero, giving 2, three times.

The product of the nonzero eigenvalues is \(3^2\,2^3=72\). Together,

\[
\zeta=\frac{8\pi^2}{12}\left(\frac83\right)^{3/2}\frac{r^8}{\sqrt{72}}
\left(\frac{2\pi k_BT}{\kappa_s}\right)^2
\left(\frac{2\pi k_BT}{\kappa_b r^2}\right)^{5/2}.
\]

The powers of temperature in \(A\) add to \(3+\tfrac32-2-\tfrac52=0\). What remains is

\[
A\propto g^4\,\kappa_s^2\,\kappa_b^{5/2}\,\kappa_M^{-3/2}\,r^{-3}.
\]

Apart from the slow change of \(g\), \(A\) is constant, and \(\ln(A/P^3)\) is the reaction entropy in units of \(k_B\) with each gas at pressure \(P\).

## From equilibrium to a temperature

The gas contains halogen in proportion to \(4p_{MX_4}+p_X+2p_{X_2}\), and one quarter of this measures the metal supplied. The deposited fraction is therefore

\[
\eta=1-\frac{4p_{MX_4}}{4p_{MX_4}+p_X+2p_{X_2}} .
\]

With atomic products, \(\eta=\tfrac12\) means \(p_X=4p_{MX_4}\). Then \(P=5p_{MX_4}\), and

\[
K=\frac{(4P/5)^4}{P/5}=\frac{256}{125}P^3 .
\]

Equating this to \(Ae^{-\Delta E_{at}/k_BT}\) and taking logarithms gives the opening formula.

The geometry and springs of the example are \(r=0.23\) nm, \(\kappa_s=300\) N/m, \(\kappa_b=7\) N/m for the chloride, and 0.27 nm, 200 N/m, 5 N/m for the iodide, with \(\kappa_M=120\) N/m. The splittings \(\Delta_{so}\) are 0.1 and 0.9 eV. At 1 Torr, \(\ln(A/P^3)\) is 60.94 for the chloride and 57.68 for the iodide. With \(\ln(256/125)=0.72\) and 1 eV\(/k_B=11605\) K,

\[
T_{50}^{Cl}=\frac{14.2\times11605\ \mathrm K}{60.94-0.72}\approx2736\ \mathrm K,
\]
\[
T_{50}^{I}=\frac{8.2\times11605\ \mathrm K}{57.68-0.72}\approx1671\ \mathrm K.
\]

A numerical solution with quantized vibrations and X₂ included gives 2736 K (2463 °C) and 1670 K (1397 °C).

The entropy difference of 3.26 can be traced: \(4\ln(5.31/4.00)=1.13\) from the electronic weights, 0.81 from the stretches, 0.84 from the bends and 0.48 from the bond lengths. The iodide is larger and softer, so it has more entropy to lose when it breaks up. For its \(T_{50}\) to be lower at these entropies, its reaction energy must be below \(56.96/60.22=0.95\) of the chloride's. The actual ratio is \(8.2/14.2=0.58\).

## Weighing the contributions

Changing one chloride property at a time to its iodide value, at 1 Torr, and solving again for \(T_{50}\) gives:

| Property changed | Change in \(T_{50}\) (K) |
|---|---:|
| M–X bond energy | −1162 |
| X–X bond energy | 0 |
| Halogen mass | 0 |
| Lengths and springs | +100 |
| Spin–orbit splitting | +50 |

The changes need not add up to the full difference of −1065 K, because energy and entropy enter as a quotient.

The X–X energy has no visible effect because the molecules are almost absent. By the same reasoning as for MX₄, with X₂ bond length \(r_2\) and spring \(\kappa_2\),

\[
\frac{p_X^2}{p_{X_2}}=\frac{k_BT\,g^2}{2\pi r_2^2(2\pi k_BT/\kappa_2)^{1/2}}\,e^{-D_{XX}/k_BT}.
\]

The denominator is half of \(4\pi r_2^2\) times the stretching integral; the half accounts for identical atoms. With \(r_2=0.20\) and 0.27 nm and \(\kappa_2=320\) and 170 N/m, the share of released halogen held as X₂ at \(T_{50}\) is about \(6\times10^{-5}\) for chlorine and \(3\times10^{-4}\) for iodine.

Bond recovery can be isolated by forbidding free atoms in the calculation. The half-yield temperatures then become 5889 K for the chloride and 3277 K for the iodide. Both lie far above the melting point of zirconium, roughly 2100 K, and serve only to separate causes. Giving the chloride the weak I–I bond energy raises its value to 7252 K: poorer recovery makes decomposition harder.

Pressure acts through \(-3\ln P\), since one gas molecule becomes four atoms. Going from 1 to 760 Torr removes \(3\ln760=19.9\) from the entropy term, and \(T_{50}\) rises to 4071 K for the chloride and 2565 K for the iodide. Both values lie above the melting point, and at 4071 K the vapour pressure of the model metal would already exceed 760 Torr, so the chloride figure only shows the trend. As long as lower halides are left out, low pressure lowers both temperatures.

## When the order reverses

Consider a model metal with the same cohesion but weak halide bonds, 3.00 eV to chlorine and 2.75 eV to iodine. The loss of 0.25 eV is now smaller than the 0.5 eV drop in recovery. The molecular reaction costs \(12.0-6.2-5.0=0.8\) eV for the chloride and \(11.0-6.2-3.0=1.8\) eV for the iodide. With atoms and molecules both allowed, \(T_{50}\) at 1 Torr is 447 K for the chloride and 953 K for the iodide. At these temperatures chlorine leaves almost entirely as molecules, while about 60% of the iodine leaves as atoms. The condition \(\delta D_{MX}<\tfrac12\delta D_{XX}\) is not enough by itself: decomposition must also occur at a temperature low enough for Cl₂ to survive. With atoms only, the same weak-bond model gives 1126 K for the chloride and 978 K for the iodide, and with bonds of 3.50 and 3.25 eV the usual order returns (1479 K and 1385 K). The usual order is therefore a consequence of bond energies, not a law about iodides.

## Lower halides and the real filament

Solid metal can also react with the vapour, for example

\[
\mathrm{3MX_4+M(s)\to4MX_3},\qquad \mathrm{MX_4+M(s)\to2MX_2}.
\]

If all M–X bonds are equally strong, the number of bonds is unchanged and each reaction costs just \(E_{coh}\), whichever the halogen. Each also gains one gas molecule, so heat favours it. The chloride, which needs a higher temperature to shed its halogen, is thus more exposed to this loss.

To size the effect, MX₃, MX₂ and MX were modelled as fragments of the tetrahedron with unchanged springs and assumed electronic weights of 2, 3 and 4, and metal vapour was added with weight 21. At 1 Torr the iodide yield at 1670 K falls from 0.50 to 0.45, or to 0.32 if the lower-halide bonds are 2% stronger. It peaks above 0.99 near 2100 K. The chloride yield at 2736 K is about −2.1: lower halides and plain evaporation of the metal together remove some two metal atoms for each one supplied. About half of this loss is due to evaporation, which the model overstates: its metal would reach one atmosphere of vapour near 4000 K, whereas zirconium boils near 4650 K. With metal vapour left out, the yield is still about −1.1. No positive chloride yield was found from 1000 K up to where metal vapour nearly reaches the total pressure. In this fuller model the chloride does not merely need a hotter wire; it etches the wire.

The preference for the iodide agrees with its use in the van Arkel–de Boer process, where zirconium grows on a filament at very roughly 1200 to 1400 °C. The model does not reproduce that whole range: its half-yield temperature of 1397 °C lies at the upper end, and at 1200 °C and 1 Torr the yield with lower halides is only about 0.04, or slightly negative if their bonds are 2% stronger. An error of 0.1 eV per bond moves the iodide result by about 80 K. Large-angle bending, sized by random sampling of the angular integral, moves either result by less than 10 K, and melting lowers the chloride value by about 12 K. A larger error lies in the independent-spring solid, which has too little entropy for hot zirconium. Approximate tabulated heat capacities and transition heats, melting included, lower \(T_{50}\) by roughly 80 K for the chloride and 30 K for the iodide. With lower halides and metal vapour they raise the chloride yield at 2736 K from −2.1 to roughly −0.4 and the iodide yield at 1670 K to roughly 0.6. The chloride yield still does not turn positive, but the size of the etching is not reliable. A real filament is also not a closed equilibrium: iodine is carried away to react with crude metal elsewhere, and diffusion and surface rates matter. For a metal with bond energies like those of the zirconium example, the model supports iodide over chloride for deposition from the halide vapour at low pressure, without a reducing agent. It does not set the operating temperature.
